\section*{Why the electron mass shift vanishes with the mass}

\section{A massless electron and one photon}

Let a massless electron of four-momentum $p$ emit a virtual photon of momentum $q$, travel on with $k=p-q$, and absorb the photon again. Could this process give it a mass? The matrices along its path are one $\gamma^\mu$ where the photon is emitted, one $\gamma_\mu$ where it is absorbed, and $\slashed{k}=\gamma^\nu k_\nu$ from the propagator between them. From $\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}$, with metric $(+,-,-,-)$, we have $\gamma^\mu\gamma_\mu=4$ and
\begin{equation}
\gamma^\mu\slashed{k}\gamma_\mu=(2k^\mu-\slashed{k}\gamma^\mu)\gamma_\mu
=2\slashed{k}-4\slashed{k}=-2\slashed{k}.
\label{eq:contract}
\end{equation}
Three gamma matrices have collapsed to one. A mass term in the Dirac equation multiplies the unit matrix, which contains none. After integration over $q$ the only vector left is $p$, so the self-energy must have the form $\Sigma=\slashed{p}\,B(p^2)$, and no mass has appeared.

To give $B$ a value we need conventions. I use $\hbar=c=1$, $e^2=4\pi\alpha$ and Feynman gauge, and write the full electron propagator as $i/(\slashed{p}-m-\Sigma)$. Masses are given in units of the electron mass $m_e$, since Hartree units are awkward for relativistic loops. The photon factor $1/q^2$ is replaced by
\begin{equation}
D(q)=\frac1{q^2}-\frac1{q^2-\Lambda^2}=-\frac{\Lambda^2}{q^2(q^2-\Lambda^2)},
\end{equation}
which subtracts a photon of mass $\Lambda$ and suppresses momenta above $\Lambda$. It leaves the matrices on the electron line untouched. The two vertices $-ie\gamma^\mu$, the electron's $i$ and the photon's $-i$ multiply to $-e^2$. This product equals $-i\Sigma$, hence
\begin{equation}
\Sigma(p)=-ie^2\int\!\frac{d^4q}{(2\pi)^4}\,
\frac{\gamma^\mu(\slashed{k}+m)\gamma_\mu}{k^2-m^2}\,D(q).
\label{eq:sigma}
\end{equation}

For $m=0$ and spacelike $p^2=-P^2$, rotate to Euclidean momenta $K,Q$, with $k^2=-K^2$ and $q^2=-Q^2$. Projecting on $\slashed{p}$ gives
\begin{equation}
B=-2e^2\int\!\frac{d^4K}{(2\pi)^4}\,\frac{K\cdot P}{P^2K^2}\,
\frac{\Lambda^2}{Q^2(Q^2+\Lambda^2)} .
\end{equation}
In the range $P\ll K\ll\Lambda$, with $c$ the cosine of the angle between $K$ and $P$, we may expand $1/Q^2\simeq(1+2Pc/K)/K^2$. The first term is odd in $c$ and cancels. The second gives $-4c^2/K^4$, and the four-dimensional average of $c^2$ is $1/4$. With $d^4K\to2\pi^2K^3dK$ the result is $B\simeq-(\alpha/2\pi)\ln(\Lambda/P)$, up to a constant beside the logarithm. Numerical quadrature at $P=1\,m_e$ and $\Lambda=1000\,m_e$ gives $B=-0.0089$.

So the interaction does change the massless electron's propagator, though by an amount that depends on the gauge: in Landau gauge, with the same cutoff, the logarithm is absent and only a constant $B=-0.0009$ remains. But the inverse propagator is $\slashed{p}(1-B)$, whose square is $p^2(1-B)^2$. Since $B$ is negative here, so that $1-B$ does not vanish at spacelike $p^2$, and grows only logarithmically as $p^2\to0$, the singularity of the propagator stays at $p^2=0$: at this order the electron remains massless.

\section{The symmetry behind the missing term}

The missing unit matrix reflects a symmetry. Let $\gamma_5$ be the matrix that anticommutes with every $\gamma^\mu$ and has $\gamma_5^2=1$, and rotate
\begin{equation}
\psi\to e^{i\theta\gamma_5}\psi,\qquad
\bar\psi=\psi^\dagger\gamma^0\to\psi^\dagger e^{-i\theta\gamma_5}\gamma^0
=\bar\psi\,e^{i\theta\gamma_5}.
\end{equation}
Moving the exponential through one gamma matrix reverses its exponent, so
\begin{equation}
\bar\psi\gamma^\mu\psi\to\bar\psi e^{i\theta\gamma_5}\gamma^\mu e^{i\theta\gamma_5}\psi
=\bar\psi\gamma^\mu\psi,\qquad
\bar\psi\psi\to\bar\psi e^{2i\theta\gamma_5}\psi .
\end{equation}
The kinetic term and the coupling to photons have the first form and are invariant. The mass term has the second and is not. In physical terms, the eigenstates of $\gamma_5$ are the left- and right-handed parts of the electron field. Emitting a photon keeps the handedness; a mass converts one into the other.

If $m=0$, the correction $\bar\psi\Sigma\psi$ must share the invariance. To first order in $\theta$ this means $\gamma_5\Sigma+\Sigma\gamma_5=0$. Lorentz invariance and parity allow a combination of $1$ and $\slashed{p}$, and of these only $\slashed{p}$ anticommutes with $\gamma_5$.

Counting matrices extends the argument to more photons and to $m\neq0$. An electron line with $n$ internal propagators has $n+1$ vertices. With every propagator contributing its $\slashed{k}$, there are $2n+1$ gamma matrices, an odd number. If $j$ propagators contribute $m$ instead, $2n+1-j$ remain. Carrying $\gamma_5$ through them gives the sign $(-1)^{2n+1-j}=-(-1)^j$, so the numerator $N(m)$ obeys
\begin{equation}
\gamma_5N(m)\gamma_5=-N(-m).
\label{eq:spurion}
\end{equation}
Products of an even number of gamma matrices, the unit matrix among them, therefore carry an odd power of $m$. The denominators contain $m^2$. A closed electron loop with $n$ vertices has $n$ propagators and $2n-j$ gamma matrices. Its trace vanishes unless this number is even, so a loop contributes even powers of $m$ and does not disturb the rule. For any such diagram, with a regulator that respects the same counting,
\begin{equation}
\Sigma=m\,A(p^2,m^2)+\slashed{p}\,B(p^2,m^2).
\end{equation}

The rule survives inside an atom. Each action of the nuclear Coulomb potential $V$ inserts a vertex $\gamma^0V$ and one more propagator. That adds two gamma matrices, and an odd count stays odd. The Coulomb field can bend the electron's path, but it does not flip chirality without help from $m$.

\section{The massive electron at rest}

At one loop the numerator is $-2\slashed{k}+4m$. The mass shift follows from the Dirac equation with the self-energy included, $(\slashed{p}-m-\Sigma)u=0$. To first order in $\alpha$ we may evaluate $\Sigma$ on the uncorrected solution, for which $\slashed{p}u=mu$:
\begin{equation}
\delta m=m\,[A(m^2,m^2)+B(m^2,m^2)].
\end{equation}
Both structures contribute. The $B$ term carries no $m$ in $\Sigma$, but on the mass shell $\slashed{p}$ itself supplies one.

Take the electron at rest, $p=(m,\mathbf 0)$, so that $\gamma^0u=u$. In $\slashed{q}=q^0\gamma^0-\mathbf q\cdot\boldsymbol\gamma$ the spatial part averages to zero over the directions of $\mathbf q$. The numerator acting on $u$ becomes
\begin{equation}
-2(\slashed{p}-\slashed{q})+4m\;\to\;2m+2q^0 .
\end{equation}
The poles in $q^0$ lie just below the positive real axis and just above the negative one, so the contour can be turned counterclockwise to $q^0=iq_4$, with $d^4q\to i\,d^4q$. From here on $q^2=q_4^2+\mathbf q^2$ is positive. The electron denominator $(p-q)^2-m^2$ becomes $-(q^2+2imq_4)$, and $D$ becomes $-\Lambda^2/[q^2(q^2+\Lambda^2)]$. The two minus signs cancel, and $-i\cdot i=1$:
\begin{equation}
\delta m=e^2\int\!\frac{d^4q}{(2\pi)^4}\,
\frac{2m+2iq_4}{q^2+2imq_4}\,\frac{\Lambda^2}{q^2(q^2+\Lambda^2)} .
\label{eq:shell}
\end{equation}

Here one can see what chirality removes. At large $q$ the leading part of the first fraction is $2iq_4/q^2$. By size alone it would give an integral growing like $\int dq\sim\Lambda$, with no factor $m$. But it comes from the single $\slashed{q}$ of the massless numerator, so it is odd in $q_4$ and integrates to zero. To keep all that survives, multiply numerator and denominator by $q^2-2imq_4$:
\begin{equation}
(2m+2iq_4)(q^2-2imq_4)=2m(q^2+2q_4^2)+2iq_4(q^2-2m^2).
\end{equation}
The imaginary part is odd and drops out. With $q_4=q\cos\theta$ the first fraction is effectively
\begin{equation}
\frac{2m(q^2+2q_4^2)}{q^4+4m^2q_4^2}
=\frac{2m(1+2\cos^2\theta)}{q^2+4m^2\cos^2\theta}.
\label{eq:real}
\end{equation}
There is now an explicit $m$ in front, and one more power of $q$ in the denominator. A linear growth with $\Lambda$ has been traded for $m$ times a logarithm.

\section{Doing the integral}

In four dimensions $d^4q=4\pi q^3\sin^2\theta\,dq\,d\theta$, and $4\pi e^2/(2\pi)^4=\alpha/\pi^2$. Define $a=q^2/4m^2$, $L=\Lambda^2/4m^2$ and $y=\cos^2\theta$. The angular integrand is, apart from $1/4m^2$,
\begin{equation}
\frac{(1-y)(1+2y)}{a+y}=1+2a-2y+\frac{(1+a)(1-2a)}{a+y},
\end{equation}
by polynomial division. Over $0<\theta<\pi$ the first three terms integrate to $2\pi a$, because $\cos^2\theta$ averages to $1/2$. For the last, $t=\tan\theta$ gives
\begin{equation}
\int_0^\pi\!\frac{d\theta}{a+\cos^2\theta}
=\int_{-\infty}^{\infty}\!\frac{dt}{a t^2+a+1}=\frac{\pi}{\sqrt{a(a+1)}} .
\end{equation}
With $s=\sqrt{1+1/a}$ the angular integral is therefore $(\pi/4m^2)F(a)$, where
\begin{equation}
F=2a+(1-2a)s=s-2a(s-1)=s-\frac{2}{s+1}=\frac{s+2}{a(s+1)^2}.
\end{equation}
The last two steps use $s^2-1=1/a$. Since $q\,dq=2m^2da$, the factors combine as $(2\alpha m/\pi^2)(\pi/4m^2)(2m^2)=\alpha m/\pi$, and
\begin{equation}
\delta m=\frac{\alpha m}{\pi}\int_0^\infty\!da\,F(a)\,\frac{L}{L+a}.
\label{eq:radial}
\end{equation}

\subsection{Light electron, $m\ll\Lambda$}

For $a\gg1$, $s\to1$ and $F\to3/(4a)$. Choose $X$ with $1\ll X\ll L$. Above $X$ the integral is $\frac34\ln[(L+X)/X]\simeq\frac34\ln(L/X)$. Below $X$ the cutoff factor is close to 1, and we need $\int_0^XF\,da$. The term $2a$ gives $X^2$. In the other, set $a=\sinh^2t$ and $X=\sinh^2T$:
\begin{align}
\int_0^X\!(1-2a)s\,da&=\int_0^T\!(2-\cosh2t)(1+\cosh2t)\,dt\nonumber\\
&=\tfrac32T+\tfrac12\sinh2T-\tfrac18\sinh4T\nonumber\\
&=\tfrac32T+\tfrac14(1-2X)\sinh2T .
\end{align}
The last line uses $\sinh4T=2\sinh2T\cosh2T$ and $\cosh2T=1+2X$. For large $X$, $\sinh2T=2\sqrt{X^2+X}\simeq2X+1-1/(4X)$ and $T\simeq\frac12\ln4X$, so the line tends to $\frac34\ln4X-X^2+\frac38$. The $X^2$ cancels, and adding the upper range removes $X$ altogether. The total is $\frac34\ln4L+\frac38$, and $4L=\Lambda^2/m^2$:
\begin{equation}
\delta m=\frac{3\alpha}{4\pi}\,m\left[\ln\frac{\Lambda^2}{m^2}+\frac12\right]
\qquad(m\ll\Lambda).
\label{eq:log}
\end{equation}
The shift is $m$ times a slowly varying function. ``Proportional to $m$'' holds up to this logarithm, and $\delta m\to0$ as $m\to0$ at fixed $\Lambda$.

\subsection{Heavy electron, $m\gg\Lambda$}

Now $L\ll1$, and the integral comes from $a\sim L$, where $s\simeq a^{-1/2}$ is large and $F\simeq1/(as)\simeq a^{-1/2}$. With $a=Lz^2$,
\begin{equation}
\delta m\simeq\frac{\alpha m}{\pi}\,2\sqrt L\int_0^\infty\!\frac{dz}{1+z^2}
=\alpha m\sqrt L=\frac{\alpha\Lambda}{2}.
\label{eq:static}
\end{equation}
The mass has disappeared. This is the electrostatic energy of a fixed point charge: with the subtracted photon, the potential energy of two like charges is $\alpha(1-e^{-\Lambda r})/r$, which tends to $\alpha\Lambda$ at $r=0$, and a charge's energy in its own field is half of that.

This limit shows what oddness in $m$ does and does not prove. Since $\sqrt L=\Lambda/2|m|$, the continuation of (\ref{eq:static}) to negative $m$ is $\mathrm{sign}(m)\,\alpha\Lambda/2$, which is odd but not small. The shift vanishes with $m$ because the massless theory has no unit-matrix term at all, and that theory is approached when $m$ is small compared with $\Lambda$.

\section{The sizes}

Take $m=1\,m_e$ and $\Lambda=1000\,m_e$. The prefactor $3\alpha/4\pi$ is $0.0017421$ and the logarithm is $13.8155$, so
\begin{equation}
\delta m=0.0017421\times(13.8155+0.5)\,m_e=0.02494\,m_e,
\end{equation}
or $12.74$ keV. Numerical integration of the two structures separately gives $mA=0.0344\,m_e$ and $mB=-0.0095\,m_e$. In Feynman gauge the unit-matrix term $mA$ raises the mass, and the $\slashed{p}$ term $mB$ takes back about a quarter of the increase. This split depends on the gauge (Landau gauge gives $0.0258\,m_e$ and $-0.0009\,m_e$); the sum does not. The static formula would give $3.65\,m_e$, some 146 times the actual shift.

Now keep $\Lambda=1000\,m_e$ and change the mass of the fermion. Numerical integration of the one-loop shift gives
\begin{center}
\begin{tabular}{rll}
$m/m_e$ & $\delta m/m_e$ & $\delta m/m$\\
$10^6$ & $3.647$ & $3.647\times10^{-6}$\\
$10^3$ & $2.579$ & $0.00258$\\
$1$ & $0.02494$ & $0.02494$\\
$0.1$ & $0.003296$ & $0.03296$\\
$0.01$ & $0.0004098$ & $0.04098$
\end{tabular}
\end{center}
The top row lies within $0.1\%$ of the static value. In the last three rows the shift falls almost in step with $m$, while $\delta m/m$ rises by $0.0080$ for each factor of ten. That is the logarithm: $0.0017421\times2\ln10=0.0080$. Differentiating (\ref{eq:log}) gives the local power of $m$,
\begin{equation}
\frac{d\ln\delta m}{d\ln m}=1-\frac{2}{\ln(\Lambda^2/m^2)+1/2},
\end{equation}
which is $1-2/14.3155=0.860$ at $m=1\,m_e$.

Raising the cutoff at $m=1\,m_e$ shows how strong the protection is. At $\Lambda=10^6\,m_e$ the shift is $0.049\,m_e$, against a static value of $3649\,m_e$. With $\Lambda$ at the Planck mass, $2.39\times10^{22}\,m_e$, the one-loop formula gives $0.18\,m_e$, against $8.7\times10^{19}\,m_e$. This compares two formulas and does not predict physics at that scale. The shift depends on the cutoff and is not observable by itself; what is measured is the sum $m+\delta m$.

\section{Breaking the rule}

If the explanation is right, a mass can arise from nothing when one end of the photon line has a vertex with an odd number of gamma matrices and the other end a vertex with an even number: together with the $\slashed{k}$ between them the total is even. (Two even vertices would leave an odd total and no mass term.) Add to the vertex $\gamma^\mu$ a small magnetic-moment term $\kappa\,i\sigma^{\mu\nu}\ell_\nu$, where $\ell$ is the photon momentum entering the vertex, $\sigma^{\mu\nu}=\frac i2[\gamma^\mu,\gamma^\nu]$, and $\kappa$ has the dimension of an inverse mass. Let $m=0$ and $p=0$, so that $k=-q$. The photon momentum entering is $k$ at emission and $-k$ at absorption. Since
\begin{equation}
i\sigma^{\mu\nu}k_\nu=-\tfrac12[\gamma^\mu,\slashed{k}]=k^\mu-\gamma^\mu\slashed{k},
\end{equation}
the two terms of first order in $\kappa$ have the numerators
\begin{align}
\gamma_\mu\slashed{k}(k^\mu-\gamma^\mu\slashed{k})&=k^2+2k^2=3k^2,\\
-(k^\mu-\gamma^\mu\slashed{k})\slashed{k}\gamma_\mu&=-k^2+4k^2=3k^2 .
\end{align}
Their sum, $6\kappa k^2$, multiplies the unit matrix. The $k^2$ cancels the massless electron's denominator and leaves $6\kappa D(q)$, which has one sign over the whole Euclidean range. No angular average removes it, so nothing forbids a mass term although $m=0$. The integral needs a stronger cutoff than $D$ provides. One that keeps the photon factor of one sign gives a mass of order $\alpha\kappa\Lambda^2$, but its size and sign depend on the regulator, and a regulator that changes sign can be tuned to make it vanish. A regulator that puts an even matrix into the massless propagator would spoil the protection in the same way.

The argument thus rests on two conditions: vertices and regulator must preserve chirality, and the self-energy must be given by its perturbation series. It does not exclude a mass arising because the ground state itself breaks the symmetry, since such a mass is not found by counting matrices in individual diagrams.

Numerical values quoted here were computed with a short program.
